# What a cubic efficiency-droop fit says about Auger loss in LEDs

**The argument under review.** The relative light output of a light-emitting diode was recorded from 1 to 300 A/cm². Its efficiency rises, peaks and then droops. The data follow the recombination law $An+Bn^2+Cn^3$ closely, with a positive $C$ of a few $10^{-30}$ cm⁶/s. Three-carrier recombination scales as $n^3$. The argument concludes that the droop is caused by intrinsic Auger recombination, meaning band-to-band Auger recombination inside the wells.

The fit may be sound. The question is whether the last inference follows from it.

## What the fit measures

Let $J$ be the current density, $d$ the total width of the wells and $G=J/(qd)$ the supply rate per volume. I assume steady state, equal electron and hole densities $n$, equally filled wells and constant temperature. The radiative rate is $L$, and the internal efficiency is $\eta=L/G$.

The experiment records $J$ and a signal proportional to $L$. It does not record $n$, and the fraction of light collected is not known independently. The fit therefore works with an inferred radiative rate $L'=k_0L$, where $k_0$ is an unknown constant. With primes marking inferred quantities and $B$ an assumed radiative coefficient, $L'=Bn'^2$ gives $n'=\sqrt{k_0L/B}$. Substitution into the ABC law gives

$$G=A'\left(\frac{k_0L}{B}\right)^{1/2}+k_0L+C'\left(\frac{k_0L}{B}\right)^{3/2}.$$

Division by $L$ leaves

$$\frac GL=k_0+\frac a{\sqrt L}+c\sqrt L,\qquad a=A'\sqrt{\frac{k_0}{B}},\quad c=C'\left(\frac{k_0}{B}\right)^{3/2}. \tag{1}$$

This is all that the fit tests. A positive $c$ says that, over the measured range, the loss behaves as if it had a component growing as $L^{3/2}$. That component becomes a loss growing as $n^3$ only if $L\propto n^2$ is added as an assumption, and even then the destination of the lost carriers remains open.

The size of $C'$ is also conditional. Solving (1) for it gives $C'=c(B/k_0)^{3/2}$, so doubling the assumed $B$ multiplies $C'$ by $2^{3/2}\approx2.8$ without changing the fitted curve.

## A device with leakage and no Auger term

Suppose that the wells contain only linear and radiative recombination,

$$r(n)=An+Bn^2,$$

but that some electrons cross the barrier into the p-side. Assume that thermal emission over the barrier is fast enough to keep the edge of the p-side in equilibrium with the wells. For Boltzmann statistics the electron density there is then proportional to the well density; call it $\delta n$.

The field $F$ in the p-layer is set by the hole current. If no holes leak past the wells, every arriving hole recombines there, so the hole current equals the active current $J_{\rm act}=qd\,r(n)$. With hole density $p$ and mobility $\mu_p$,

$$J_{\rm act}=qp\mu_pF .$$

This field pushes holes towards the wells and electrons away from them. If electron drift dominates diffusion, the leakage current is

$$J_{\rm leak}=q\mu_n\,\delta n\,F=\kappa n\,J_{\rm act},\qquad \kappa=\frac{\mu_n\delta}{\mu_pp}.$$

The total current is the sum of the two parts. Dividing it by $qd$,

$$G=(An+Bn^2)(1+\kappa n)=An+(B+\kappa A)n^2+\kappa Bn^3. \tag{2}$$

A cubic term has appeared with no three-carrier process in the model. To compare (2) with the fit, divide by the true radiative rate $L=Bn^2$:

$$\frac GL=1+\frac{\kappa A}{B}+\frac{A}{Bn}+\kappa n .$$

Since $n=\sqrt{L/B}$, this is (1) with

$$k_0=1+\frac{\kappa A}{B},\qquad a=\frac{A}{\sqrt B},\qquad c=\frac{\kappa}{\sqrt B}.$$

The apparent coefficients are therefore

$$A'=\frac{A}{\sqrt{k_0}},\qquad C'=\frac{\kappa B}{k_0^{3/2}}. \tag{3}$$

Within this model the agreement is exact, not a low-density expansion. The fit counts the loss $\kappa An^2$ as light, because that term has the same density dependence as radiation. The unknown collection efficiency absorbs the mistake, and the inferred internal efficiency is too high by the factor $k_0$.

## Numbers for the leakage case

Take five wells of 3.0 nm each, so $d=15$ nm, with $A=1.0\times10^7$ s⁻¹ and $B=2.0\times10^{-11}$ cm³/s. On the p-side take $\mu_n=50$ cm²/Vs, $\mu_p=5$ cm²/Vs and $p=5\times10^{15}$ cm⁻³. Let the barrier lie $E_b=0.22$ eV above the subband edge of a well of width $w$. Boltzmann statistics give

$$\delta=\frac{N_3w}{N_c}e^{-E_b/k_BT},$$

where $N_3$ and $N_c$ are the effective densities of states of the p-side (per volume) and of the well (per area). For an electron mass of 0.30 free-electron masses in both, $N_3=4.12\times10^{18}$ cm⁻³ and $N_c=3.24\times10^{12}$ cm⁻² at 300 K, so $\delta=0.3818\times2.014\times10^{-4}=7.69\times10^{-5}$. Then

$$\kappa=\frac{50\times7.69\times10^{-5}}{5\times5\times10^{15}}=1.54\times10^{-19}\ {\rm cm^3},$$

$$k_0=1+\frac{1.54\times10^{-19}\times10^7}{2\times10^{-11}}=1.077 .$$

Equation (3) gives

$$C'=\frac{1.54\times10^{-19}\times2\times10^{-11}}{1.077^{3/2}}=2.75\times10^{-30}\ {\rm cm^6/s},$$

although the true $C$ is zero. An ABC fit to 80 computed currents between 1 and 300 A/cm² returns this value, with deviations at the level of rounding error.

The maximum efficiency follows from setting the derivative of $A/(Bn)+\kappa n$ to zero. This gives $n^2=A/(\kappa B)$, where the two terms are equal, so

$$\eta_{\max}=\frac{1}{k_0+2\sqrt{\kappa A/B}}=\frac1{1.077+0.555}=0.613 .$$

The peak lies near 26 A/cm². At 300 A/cm² the density is $5.56\times10^{18}$ cm⁻³, so $\kappa n=0.855$ and $A/(Bn)=0.090$. Hence $\eta=1/(1.090\times1.855)=0.495$, a droop of 19% relative to the peak. The ABC analysis reports a peak efficiency of 66% instead of 61%.

## Diffusion and degeneracy

The exact result used several idealisations, two of which are removed here. To remove the first, let the p-layer have thickness $W$ and let its far contact absorb electrons. If no electrons recombine inside the layer, the electron flux $\Gamma$ away from the wells is constant:

$$\Gamma=\mu_nFn_p-\mu_nV_T\frac{dn_p}{dz},\qquad n_p(0)=n_0,\quad n_p(W)=0,$$

where $V_T=k_BT/q$. The solution that vanishes at the contact is

$$n_p(z)=\frac{\Gamma}{\mu_nF}\left[1-e^{-F(W-z)/V_T}\right].$$

Setting $z=0$ and solving for the flux,

$$\Gamma=\frac{\mu_nn_0F}{1-e^{-FW/V_T}} .$$

For $FW\gg V_T$ this is the drift law used above. For $FW\ll V_T$ the denominator becomes $FW/V_T$, and $\Gamma=\mu_nV_Tn_0/W$. Diffusive leakage is then linear in $n$. It adds $\mu_nV_T\delta/(Wd)$ to $A$ and cannot cause droop on its own in the Boltzmann regime.

With $W=200$ nm this addition is $3.3\times10^6$ s⁻¹, a third of $A$, so it is not negligible at low current. At 300 A/cm² the layer drops 0.81 V, far above $V_T\approx0.026$ V, and drift dominates.

The second idealisation concerns the filling of the wells. For one two-dimensional subband with sheet density $n_s=nw$, well width $w$ and effective density of states $N_c$, the relation $n_s=N_c\ln(1+e^{\xi})$ gives $e^\xi=e^x-1$. Here $\xi$ is the quasi-Fermi energy above the subband edge in units of $k_BT$, and $x=n_s/N_c$. The density above the barrier is proportional to $e^\xi$, so the Boltzmann value must be multiplied by $(e^x-1)/x$. At the highest density of the drift example this factor is 1.31.

With diffusion, degeneracy and the filling of radiative states included, the curve is no longer exactly of ABC form. The best fit still has a maximum error of only 1.7%, relative to the fitted $G/L$. It gives $C'=5.9\times10^{-30}$ cm⁶/s, again with no Auger term present. The inferred peak efficiency is now 52%, below the true 60%, so within this model the bias has changed sign. The finite rate of thermal emission, discussed under real devices, nearly removes this bias.

## Density-dependent radiative coefficients

A falling $B(n)$ is a second possible alternative, but it needs a qualification. If the only competing loss is $An$, then

$$\eta=\frac{B(n)n^2}{An+B(n)n^2}=\frac1{1+A/[B(n)n]} .$$

Efficiency falls with density only if $B(n)n$ falls, which means that $B$ must decrease faster than $1/n$.

Filling of the band states does not achieve this for ideal momentum-conserving transitions with equal masses. The radiative rate is then proportional to the integral of $f^2$ over energy, where $f$ is the common occupation. With energy $\varepsilon$ in units of $k_BT$, use $f^2=f-f(1-f)$ and $f(1-f)=-df/d\varepsilon$:

$$\int_0^\infty f^2d\varepsilon=x-f(0)=x-1+e^{-x}.$$

For small $x$ this tends to $x^2/2$, which fixes the normalisation:

$$\frac{B(n)}{B(0)}=\frac{2(x-1+e^{-x})}{x^2},\qquad B(n)n\propto1-\frac{1-e^{-x}}x .$$

The fraction $(1-e^{-x})/x$ is the mean of $e^{-t}$ over $0<t<x$. It decreases with $x$, so $B(n)n$ rises. For masses of 0.3 and 1.5 free-electron masses, a numerical evaluation from $10^{16}$ to $10^{20}$ cm⁻³ also gives an efficiency that rises throughout when the loss is linear.

The requirement weakens if the other loss is superlinear. Far above the peak of an ABC curve, the growth of the loss approaches $L^{3/2}$; nearer the peak it is slower. In the high-current limit a linear loss requires $n\propto L^{3/2}$, so $L\propto n^{2/3}$ and $B=L/n^2\propto n^{-4/3}$. A quadratic loss requires $n^2\propto L^{3/2}$, so $B\propto n^{-2/3}$, which is slower than $1/n$.

Consider therefore a defect loss $Dn^2$, activated as carriers reach more defects at high density, together with $B(n)=B_0/(1+n/n_*)$. The loss divided by the radiative rate is

$$\frac{An+Dn^2}{B_0n^2}\left(1+\frac n{n_*}\right)=\left(\frac A{B_0n}+\frac D{B_0}\right)\left(1+\frac n{n_*}\right),$$

and multiplying out gives

$$\frac1\eta=1+\frac D{B_0}+\frac A{B_0n_*}+\frac A{B_0n}+\frac{D}{B_0n_*}n. \tag{4}$$

The droop term needs both ingredients. It vanishes if $D=0$, and also if $B$ is constant, $n_*\to\infty$.

Equation (4) has the ABC form in $n$, but the experiment plots against $L$. For $n\ll n_*$, $L\propto n^2$ and the forms agree. For $n\gg n_*$, $L\propto n$, so $1/\eta$ grows as $L$ instead of $\sqrt L$. The imitation must fail over a wide enough current range.

Keep $A$ and $d$ as before, set $B_0=2\times10^{-11}$ cm³/s, and take $D=10^{-11}$ cm³/s and $n_*=5\times10^{18}$ cm⁻³. At 300 A/cm², $n=8.14\times10^{18}$ cm⁻³, and (4) gives

$$\frac1\eta=1+0.5+0.1+0.061+0.814=2.475,\qquad \eta=0.404 .$$

The peak is 48.8%, so the relative droop is 17%. An ABC fit over the same range has a maximum error of 2.1% and returns $C'=2.0\times10^{-30}$ cm⁶/s. Data with errors of a few percent in relative efficiency would not readily exclude this curve.

This third device shows what the curve permits; it is not a prediction for a particular material. Its $B$ has fallen to 0.38 of $B_0$ at 300 A/cm², whereas ideal phase filling with the two masses above leaves 0.92 at the same density. Another cause for the fall would have to be established.

## Measurements that would bear on the claim

An absolute calibration of light extraction would fix $k_0$. It would have to resolve 7.7% in the ideal leakage case, while the falling-$B$ fit overstates the efficiency by 45%. A value of $k_0$ near 1 would not exclude leakage, because the effects that raise and lower it can cancel.

The small-signal lifetime supplies different information. For drift leakage, the active supply is $G/(1+\kappa n)$, so at fixed current

$$\frac{dn}{dt}=\frac G{1+\kappa n}-r(n).$$

Linearising about steady state and using $G=r(1+\kappa n)$,

$$\frac1\tau=r'+\frac{\kappa G}{(1+\kappa n)^2}=\frac{r'(1+\kappa n)+\kappa r}{1+\kappa n}=\frac{dG/dn}{1+\kappa n}.$$

The ABC interpretation predicts $1/\tau'=dG/dn'$, with $n'=\sqrt{k_0}\,n$. Hence $\tau/\tau'=(1+\kappa n)/\sqrt{k_0}$. Between 3 and 300 A/cm² the true lifetime falls from 29.8 to 3.47 ns, a factor of 8.6; the ABC prediction falls from 28.5 to 1.94 ns, a factor of 14.7. A different assumed $B$ rescales both ABC lifetimes equally and cannot remove this discrepancy. For the falling-$B$ device the corresponding factors are 6.8 and 14.5. Junction capacitance, neglected here, must be separated from a measured response.

Lifetime is not a universal discriminator. A leakage rate that depended on density alone as $kn^3$ would enter the density equation just as an Auger rate does, and would give the same dynamics.

Resonant optical pumping creates carriers in the wells without an injected hole current. In the ideal drift model the leakage then disappears, and at $5.56\times10^{18}$ cm⁻³ the efficiency is $Bn/(A+Bn)=92\%$ instead of 49%. Droop that persists under such pumping would count against this leakage mechanism. It would not by itself separate band-to-band Auger recombination from a superlinear defect loss.

## Relation to real devices

The parameters are rough values in the regime of an AlGaN ultraviolet LED, where poor p-type conduction makes a strong drift field plausible. The p-side field at 300 A/cm² is 0.040 MV/cm, well below the MV/cm scale of breakdown in such wide-gap materials. In the five-well drift example the leaked electron density reaches 8.5% of the hole density, so neglecting the extra holes that charge neutrality would require is a modest approximation there. The current carried by these electrons is not small, because they are ten times as mobile as the holes, but the model includes it. Temperature matters more: with the mobilities and hole density held fixed, heating by 30 K multiplies $\kappa$ by 2.3. A hole density that rises with temperature would reduce this factor. Real wells also fill unequally. If one well takes all the carriers, the full leakage model gives $C'=1.8\times10^{-29}$ cm⁶/s, three times the five-well value, and the fit error rises to 7.1%. These two figures are overestimates: the finite emission velocity discussed below lowers them to about $1.0\times10^{-29}$ cm⁶/s and 3.3%. The leaked electron density is also about a quarter of the hole density. If each leaked electron drew in one extra hole, the weaker field alone would give $8.7\times10^{-30}$ cm⁶/s and 3.6%. The actual reduction is likely smaller: the length $\epsilon F/(qp)$ over which neutrality is established, about 220 nm at 300 A/cm² for a relative permittivity of 9, is comparable to $W$, and deep or compensated acceptors supply fewer extra holes. How closely leakage imitates an ABC curve thus depends on the device, the current range and the approximations made.

The assumed equilibrium at the barrier edge also has a limit. Electrons cross the barrier at no more than about the thermal emission velocity $v_R=\sqrt{k_BT/(2\pi m)}=4.9\times10^6$ cm/s, where $m$ is the electron mass in the barrier. In the drift example they are swept away at $\mu_nF=2.0\times10^6$ cm/s at 300 A/cm². If $n_0$ is the actual edge density, the balance $v_R(\delta n-n_0)=\mu_nFn_0$ gives $n_0=\delta n/(1+\mu_nF/v_R)$, which is 0.71 of the equilibrium value at this field. With this correction the droop of the drift example falls from 19% to about 8%, $C'$ falls to $1.4\times10^{-30}$ cm⁶/s, and the fit is no longer exact, with a maximum error of 3.3%. In the five-well model with diffusion and degeneracy, the droop falls from 26% to 17% and $C'$ to $3.4\times10^{-30}$ cm⁶/s. The imitation survives, but the earlier values overstate the leakage at high current.

**Assessment.** The conclusion should be restricted to the statement that the data are compatible with a loss that has a component growing approximately as $L^{3/2}$. Auger recombination remains a candidate, and nothing above excludes it. Attributing the droop to it requires evidence on carrier density, on where the carriers recombine, and on the competing losses. The numerical output gives the remaining values for the three devices.

## Calculated quantities

```
Temperature: 300 K; current range: 1 to 300 A/cm2
Wells: 5; width of each: 3.0 nm
A: 1.00e+07 s^-1; B: 2.00e-11 cm3/s; true C: 0 cm6/s
Electron, hole masses: 0.30, 1.50 m0
p-side mobilities n, p: 50.0, 5.0 cm2/Vs
p-side hole density: 5.00e+15 cm^-3
Barrier: 0.220 eV; p-layer: 200 nm
Edge density fraction delta: 7.6918e-05
Leakage constant kappa: 1.5384e-19 cm3
Drift model k0: 1.07692; apparent A: 9.6363e+06 s^-1
Falling-B loss D: 1.00e-11 cm3/s; n*: 5.00e+18 cm^-3
drift leakage: apparent C = 2.7530e-30 cm6/s
  maximum relative fit error: 8.88e-14 %
  peak current: 25.76 A/cm2
  true peak efficiency: 61.29 %
  inferred peak efficiency: 66.00 %
  true efficiency at 300 A/cm2: 49.46 %
  relative droop at 300 A/cm2: 19.29 %
  density at 300 A/cm2: 5.5563e+18 cm^-3
full leakage: apparent C = 5.8632e-30 cm6/s
  maximum relative fit error: 1.72 %
  peak current: 25.76 A/cm2
  true peak efficiency: 59.56 %
  inferred peak efficiency: 51.61 %
  true efficiency at 300 A/cm2: 43.89 %
  relative droop at 300 A/cm2: 26.32 %
  density at 300 A/cm2: 5.3874e+18 cm^-3
falling B: apparent C = 1.9807e-30 cm6/s
  maximum relative fit error: 2.12 %
  peak current: 34.39 A/cm2
  true peak efficiency: 48.85 %
  inferred peak efficiency: 70.84 %
  true efficiency at 300 A/cm2: 40.40 %
  relative droop at 300 A/cm2: 17.30 %
  density at 300 A/cm2: 8.1402e+18 cm^-3
Drift C if B is 1.0e-11 cm3/s: 9.7334e-31 cm6/s
Drift C if B is 4.0e-11 cm3/s: 7.7868e-30 cm6/s
drift leakage, 3 A/cm2, true/ABC lifetime: 29.776/28.494 ns
drift leakage, 300 A/cm2, true/ABC lifetime: 3.471/1.942 ns
falling B, 3 A/cm2, true/ABC lifetime: 26.360/28.832 ns
falling B, 300 A/cm2, true/ABC lifetime: 3.871/1.985 ns
Drift case, optical pumping at same n: 91.74 %
B slope needed, linear/quadratic loss: -1.3333/-0.6667
Assumed B/B0 at 300 A/cm2: 0.3805
Phase-filling B/B0 at same density: 0.9166
Low-field diffusion leakage rate: 3.3141e+06 s^-1
Degeneracy factor for leakage: 1.3077
p-side field at 300 A/cm2: 0.0404 MV/cm
p-layer voltage at 300 A/cm2: 0.808 V
Edge electrons/holes: 0.0855
kappa factor for 30 K heating: 2.2734
One filled well, full-model fit error: 7.115 %
One filled well, apparent C: 1.7729e-29 cm6/s
```
